# Why a character table does not fix the group: D4 and Q8

Take two magnetic ions in crystal fields. The first has angular momentum $J=1$ in a tetragonal field, the second $J=3/2$ in a rhombic field, and both have a doublet as ground level. Now distort both surroundings in the same way, so that each Hamiltonian gains the term

$$V=S(J_xJ_y+J_yJ_x).$$

Does the doublet split?

The relevant symmetry groups have eight elements each, and their character tables coincide entry by entry. In both, the doublet is the two-dimensional irreducible representation (irrep), and, with the labelling of operations chosen below, $V$ belongs to the same row. Yet the first doublet splits and the second does not.

## The belief and its appeal

The belief at stake is that a character table identifies its group. By "character table" I mean the bare array of irreducible characters, with class sizes but without names of operations.

There is good reason to trust the array. It gives the order of the group as the sum of squared dimensions. It shows whether the group is abelian, since then all dimensions are one. It reduces any representation whose character is known, and it decomposes products of irreps. If all this is fixed, it is natural to suppose that the group is fixed too. Order eight already provides a counterexample.

## Two groups, one table

Let $G$ be a non-abelian group of order 8. Element orders divide 8. An element of order 8 would make $G$ cyclic. If every element squared to 1, then $xy=(xy)^{-1}=y^{-1}x^{-1}=yx$, and $G$ would be abelian. So there is an element $a$ of order 4.

The subgroup $\langle a\rangle$ contains half of $G$ and is therefore normal. Choose $b$ outside it. Then $bab^{-1}$ is an element of order 4 in $\langle a\rangle$, hence $a$ or $a^{-1}$. The choice $a$ would make $G$ abelian, so

$$bab^{-1}=a^{-1}.$$

The quotient by $\langle a\rangle$ has two elements, so $b^2$ lies in $\langle a\rangle$. It commutes with $b$, which $a$ and $a^3$ do not. Two cases remain:

$$b^2=1\quad(D_4),\qquad b^2=a^2\quad(Q_8).$$

Each case fixes all products of the elements $a^ib^j$.

Both groups occur among rotations, with angular momenta in units of $\hbar$. For $J=1$, the quarter turn $a=e^{-i\pi J_z/2}$ and the half turn $b=e^{-i\pi J_x}$ generate $D_4$. For $J=3/2$, the half turns $a=e^{-i\pi J_x}$ and $b=e^{-i\pi J_y}$ generate $Q_8$: a full turn is $-1$ for half-integer $J$, so $a^2=b^2=-1$, and $b$ reverses $J_x$, so $bab^{-1}=a^{-1}$. Thus $Q_8$ is the double group of the rhombic rotation group $D_2$.

The classes follow from $bab^{-1}=a^{-1}$ alone. For example, $aba^{-1}=a(ba^{-1}b^{-1})b=a^2b$, and likewise $a(ab)a^{-1}=a^3b$. The element $a^2$ commutes with everything. In both groups the classes are

$$\{1\},\ \{b,a^2b\},\ \{a,a^3\},\ \{ab,a^3b\},\ \{a^2\}.$$

Five classes mean five irreps. In a one-dimensional irrep, conjugate elements have equal characters, so $\chi(a)=\chi(a^{-1})$ and $\chi(a)^2=1$. Also $\chi(b)^2=\chi(b^2)=1$, whether $b^2$ is 1 or $a^2$. Every choice of the two signs respects the relations, which gives four irreps. The fifth has dimension $d$ with $4+d^2=8$, so $d=2$. Orthogonality of each column to the identity column gives $4+2\chi(a^2)=0$, hence $\chi(a^2)=-2$, and zero on the other classes.

| | $1$ | $b$ | $a$ | $ab$ | $a^2$ |
|---|---|---|---|---|---|
| $\Gamma_1$ | 1 | 1 | 1 | 1 | 1 |
| $\Gamma_2$ | 1 | 1 | −1 | −1 | 1 |
| $\Gamma_3$ | 1 | −1 | 1 | −1 | 1 |
| $\Gamma_4$ | 1 | −1 | −1 | 1 | 1 |
| $\Gamma_5$ | 2 | 0 | 0 | 0 | −2 |

The derivation never needed to know which of the two values $b^2$ has. That is the information the table lacks.

## What the squares add

For the elements outside $\langle a\rangle$,

$$(a^ib)^2=a^i(ba^ib^{-1})b^2=a^ia^{-i}b^2=b^2.$$

Inside it, $1$ and $a^2$ square to 1, while $a$ and $a^3$ square to $a^2$. So in $D_4$ six elements square to 1 and two to $a^2$; in $Q_8$ two square to 1 and six to $a^2$. The Frobenius–Schur indicator

$$\nu=\frac1{|G|}\sum_g\chi(g^2)$$

of the doublet $\Gamma_5$ is therefore

$$\nu(D_4)=\frac{6\cdot2+2\cdot(-2)}8=+1,\qquad \nu(Q_8)=\frac{2\cdot2+6\cdot(-2)}8=-1.$$

To see what this sign means, let $D(g)$ be the unitary matrices of the doublet. The product $\Gamma_5\times\Gamma_5$ acts on $2\times2$ matrices by $M\to DMD^T$, and this action preserves the symmetric and the antisymmetric matrices separately. If $D(g)$ has eigenvalues $\lambda_1,\lambda_2$, its traces on these two spaces are

$$\lambda_1^2+\lambda_1\lambda_2+\lambda_2^2=\tfrac12[\chi(g)^2+\chi(g^2)],\qquad \lambda_1\lambda_2=\tfrac12[\chi(g)^2-\chi(g^2)],$$

because $\chi(g)=\lambda_1+\lambda_2$ and $\chi(g^2)=\lambda_1^2+\lambda_2^2$.

An invariant matrix $U$ obeys $DUD^T=U$. Since $(D^T)^{-1}=D^*$, this is the same as

$$DU=UD^*.$$

The character is real, so $D$ and $D^*$ are equivalent, and by Schur's lemma $U$ exists and is unique up to a factor. It can be scaled to be unitary. Its transpose is also invariant, so $U^T=\kappa U$, and transposing twice gives $\kappa=\pm1$. The single invariant is thus symmetric or antisymmetric. The group average of a trace counts invariants, so the averaged difference of the two traces is $\kappa$. That difference is $\chi(g^2)$, whose average is $\nu$. Hence

$$U^T=\nu U.$$

## From the indicator to time reversal

In the standard basis, $J_x$ and $J_z$ are real and $J_y$ is imaginary. Time reversal is $T=e^{-i\pi J_y}K$, with $K$ complex conjugation. It reverses $\mathbf J$ and also $i$, so it commutes with every rotation $e^{-i\theta\,\mathbf n\cdot\mathbf J}$. Because $e^{-i\pi J_y}$ is real, $T^2=e^{-2\pi iJ_y}=(-1)^{2J}$.

Consider a level that carries $\Gamma_5$ once, with a Hamiltonian that commutes with $T$. Within the level $T$ acts as a unitary matrix times $K$. Commuting with the group requires $DU=UD^*$ of this matrix, so it is the $U$ found above. Conjugating $U^T=\nu U$ gives $U^\dagger=\nu U^*$, and therefore

$$T^2=UU^*=\nu UU^\dagger=\nu.$$

This agrees with $J=1$ for $D_4$ and $J=3/2$ for $Q_8$. The condition matters: if $T^2\ne\nu$, a level cannot consist of a single copy of $\Gamma_5$.

Let the Hermitian matrix $V$ now represent a perturbation within the doublet. If it is even under time reversal, $VUK=UKV=UV^*K$, so $VU=UV^*$. With $V^T=V^*$,

$$(VU)^T=U^TV^T=\nu UV^*=\nu VU.$$

For a time-odd perturbation $VU=-UV^*$, and the sign is reversed. A group element changes $V$ into $DVD^\dagger$. From $DU=UD^*$ follows $D^\dagger U=UD^T$, so $VU$ changes into $D(VU)D^T$, which is the action studied above. Time-even operators therefore belong to the symmetric part of $\Gamma_5\times\Gamma_5$ if $\nu=+1$, and to the antisymmetric part if $\nu=-1$. Time-odd operators belong to the other part. Even and odd operators together span all four dimensions, so both parts are filled.

In the column order of the table, $\chi^2=(4,0,0,0,4)$ for both groups. The values of $\chi(g^2)$ differ: $(2,2,-2,2,2)$ for $D_4$ and $(2,-2,-2,-2,2)$ for $Q_8$. Half the sums and differences give

$$D_4:\quad \text{even}=(3,1,-1,1,3)=\Gamma_1+\Gamma_2+\Gamma_4,\qquad \text{odd}=(1,-1,1,-1,1)=\Gamma_3,$$

$$Q_8:\quad \text{even}=(1,1,1,1,1)=\Gamma_1,\qquad \text{odd}=(3,-1,-1,-1,3)=\Gamma_2+\Gamma_3+\Gamma_4.$$

The table alone supplies the total, $\Gamma_1+\Gamma_2+\Gamma_3+\Gamma_4$ in both cases. A selection rule drawn from that total permits $V$ to split either doublet. The squares show which part of the total is open to a time-even operator.

For $Q_8$ the outcome is strict. The antisymmetric $2\times2$ matrices are the multiples of $U$, so $VU=vU$ and $V=v\,1$: the doublet may shift but does not split at first order. The degeneracy in fact survives at any strength. An antiunitary $T$ satisfies $\langle T\phi|T\chi\rangle=\langle\chi|\phi\rangle$. Setting $\phi=\psi$, $\chi=T\psi$ and $T^2=-1$ gives $-\langle T\psi|\psi\rangle=\langle T\psi|\psi\rangle$, so $\psi$ and $T\psi$ are orthogonal. They have the same energy whenever the full Hamiltonian is time-even. This is Kramers degeneracy.

## The two doublets in numbers

The model Hamiltonian is

$$H=D\left[J_z^2-\tfrac13J(J+1)\right]+E(J_x^2-J_y^2),$$

with the round value $D=-1$ meV. The rhombic parameter is $E=0$ for $J=1$ and $E=0.2$ meV for $J=3/2$. Energies are in meV, the natural scale here. For $J=1$ this $H$ has full axial symmetry; its subgroup $D_4$ suffices for the argument. On both ground doublets $a^2=-1$, which the table permits only for $\Gamma_5$.

The distortion has $S=0.1$ meV. In both groups $a$ and $b$ each reverse the sign of $J_xJ_y+J_yJ_x$, so it belongs to $\Gamma_4$. This match of rows rests on the choice of generators. The bare table is unchanged when $\Gamma_2,\Gamma_3,\Gamma_4$ are permuted along with the columns $b$, $a$, $ab$, and in $Q_8$ the choice of the half turn about $z$ as $a$ would put the operator in $\Gamma_3$. What holds for every choice is that it belongs to a non-trivial one-dimensional irrep contained in $\Gamma_5\times\Gamma_5$. From $J_\pm=J_x\pm iJ_y$,

$$J_xJ_y+J_yJ_x=\frac{J_+^2-J_-^2}{2i},\qquad J_x^2-J_y^2=\frac{J_+^2+J_-^2}2.$$

**The $D_4$ doublet.** For $J=1$ the states $m=\pm1$ lie at $D/3=-0.333$ meV and $m=0$ at $-2D/3=0.667$ meV. Since $J_+^2|{-1}\rangle=2|1\rangle$, the distortion couples the two doublet states by $-iS$ and leaves $m=0$ alone. The doublet energies become $D/3\pm S$, or $-0.433$ and $-0.233$ meV. The splitting is $2S=0.200$ meV.

**The $Q_8$ doublet.** For $J=3/2$ the diagonal energies are $D$ for $m=\pm3/2$ and $-D$ for $m=\pm1/2$. With $\langle\tfrac32|J_+^2|{-\tfrac12}\rangle=2\sqrt3$, the states $m=\tfrac32,-\tfrac12$ form the block

$$\begin{pmatrix}D&\sqrt3(E-iS)\\ \sqrt3(E+iS)&-D\end{pmatrix}.$$

The states $m=-\tfrac32,\tfrac12$ form its complex conjugate. Both blocks have the eigenvalues

$$\pm\sqrt{D^2+3E^2+3S^2}.$$

The ground doublet moves from $-\sqrt{1.12}=-1.0583$ to $-\sqrt{1.15}=-1.0724$ meV, and its splitting is zero. The same distortion, in the same row of the same table, gives 0.200 meV in one case and nothing in the other.

The example has a limit. The sum $E(J_x^2-J_y^2)+S(J_xJ_y+J_yJ_x)$ equals $\sqrt{E^2+S^2}\,(J_{x'}^2-J_{y'}^2)$ for axes turned about $z$ by $\varphi$ with $\tan2\varphi=S/E$, here $13.3^\circ$. The distorted $J=3/2$ ion therefore keeps a $Q_8$ symmetry about the turned axes, and that symmetry alone already holds the doublet together. For $J=3/2$ every time-even operator is a scalar plus a quadratic form in $\mathbf J$ and has such principal axes, so this model cannot tell the spatial reason from time reversal. The Kramers argument above needs no spatial symmetry and also covers larger half-integer $J$, where time-even operators of higher order exist.

**A magnetic field.** Add the time-odd term $\beta J_k$ to the undistorted $H$, with $\beta=0.01$ meV. For $J=3/2$ set $R=\sqrt{D^2+3E^2}=1.0583$ meV, $\cos\theta=D/R=-0.9449$ and $\sin\theta=\sqrt3E/R=0.3273$. Each block is now $R$ times the matrix with rows $(\cos\theta,\sin\theta)$ and $(\sin\theta,-\cos\theta)$. With $p=\sin(\theta/2)$ and $q=\cos(\theta/2)$, the ground states are

$$\psi=-p\,|\tfrac32\rangle+q\,|{-\tfrac12}\rangle,\qquad \psi'=-p\,|{-\tfrac32}\rangle+q\,|\tfrac12\rangle.$$

Along $z$ the two states have opposite expectation values and are not coupled:

$$\langle\psi|J_z|\psi\rangle=\tfrac32p^2-\tfrac12q^2=\tfrac12-\cos\theta.$$

Along $x$ and $y$ the diagonal elements vanish, because $J_x$ and $J_y$ change $m$ by one. The couplings are

$$\langle\psi|J_x|\psi'\rangle=q^2-\sqrt3\,pq,\qquad \langle\psi|J_y|\psi'\rangle=i(q^2+\sqrt3\,pq).$$

A splitting is twice the modulus of the relevant element. With $q^2=(1+\cos\theta)/2$ and $pq=\tfrac12\sin\theta$, the first-order splittings are

$$\Delta_{x,y}=\beta\,|1+\cos\theta\mp\sqrt3\sin\theta|,\qquad \Delta_z=\beta\,|1-2\cos\theta|,$$

with the upper sign for $x$. They are $0.01\times0.512=0.0051$, $0.01\times0.622=0.0062$ and $0.01\times2.890=0.0289$ meV. Full diagonalization gives the same values to these digits.

Under the half turns of $Q_8$, $J_z$ belongs to $\Gamma_4$, like the distortion. One operator splits the doublet and the other does not, although they share a row. Their behaviour under time reversal makes the difference.

For $J=1$ a field along $z$ splits the doublet by $2\beta=0.02$ meV. The transverse components $J_x,J_y$ belong to $\Gamma_5$, which is absent from $\Gamma_5\times\Gamma_5$, so they have no first-order effect. In the Cartesian basis, where $J_k|k\rangle=0$, a field along $x$ leaves $|x\rangle$ at $D/3$ and couples $|y\rangle$ to $|z\rangle$, the $m=0$ state, with strength $\beta$. The lower eigenvalue of that pair is $-D/6-\sqrt{D^2/4+\beta^2}$. As $D<0$, the splitting is

$$\sqrt{D^2/4+\beta^2}-|D|/2\approx\beta^2/|D|=0.0001\ \text{meV}.$$

It is quadratic in the field, hence an effect of a time-even effective operator. Such an operator can split the $D_4$ doublet but not the $Q_8$ doublet.

## What does fix the group

For order 8, the table together with $\nu(\Gamma_5)$ settles the matter: the table shows that the group is non-abelian, two such groups exist, and $\nu$ separates them. It is not the only datum that does so. $D_4$ has five elements of order 2 and $Q_8$ has one. The determinant of the doublet, which is the antisymmetric character, is $\Gamma_3$ in $D_4$ and $\Gamma_1$ in $Q_8$. A table whose columns are headed $C_4$ and $C_2$ also says more than the bare array, since the names reveal what each operation squares to, once it is known whether the group is single or double: a half turn $C_2$ squares to $1$ for $J=1$ and to $-1$ for $J=3/2$.

Nor does the indicator suffice for every group. Let $\omega=e^{2\pi i/3}$ and $Z=\mathrm{diag}(1,\omega,\omega^2)$, and let $X$ shift three basis vectors cyclically, so that $ZX=\omega XZ$. The 27 matrices $X^iZ^j\omega^k$ form a group. Replacing $X$ by $X'=X\,\mathrm{diag}(1,1,\omega)$ gives a second one, with the same commutation rule but $X'^3=\omega$ instead of $X^3=1$.

The two tables agree. Conjugation multiplies a non-scalar element by powers of $\omega$, so in each group there are three scalar classes and eight classes of size three. There are nine one-dimensional irreps, which send $X$ (or $X'$) and $Z$ to cube roots of unity and scalars to 1. The defining matrices and their complex conjugates supply two more, with characters $3\omega^k$ and $3\omega^{-k}$ on the scalars and zero elsewhere. Since $9+9+9=27$, the list is complete.

The indicators agree too. Every element obeys $g^{27}=1$, so $g=(g^2)^{14}$ and squaring merely permutes the group. Then $\nu$ is the average of $\chi(g)$: 1 for the trivial irrep and 0 for all others.

The cubes differ. Reordering the factors gives $(X^iZ^j\omega^k)^3=X^{3i}\omega^{3ij}=X^{3i}$. This is 1 for all 27 elements of the first group. In the second it is $\omega^i$, which is 1 for only 9 elements. Here the cube map does what the square map did for order 8.

The numerical check builds all four groups from their matrices, obtains the characters from counted class products, and compares the level formulas with full diagonalization.

## Computed results

```
Common table, classes of: 1, b, a, ab, a^2
class sizes: [1, 2, 2, 2, 1]
Gamma1: [1, 1, 1, 1, 1]
Gamma2: [1, 1, -1, -1, 1]
Gamma3: [1, -1, 1, -1, 1]
Gamma4: [1, -1, -1, 1, 1]
Gamma5: [2, 0, 0, 0, -2]
Gamma5 x Gamma5, multiplicities of Gamma1..5: [1, 1, 1, 1, 0]
D4 number of elements of order 1, 2, 4: [1, 5, 2]
D4 number of g with g^2 = 1: 6
D4 indicators of Gamma1..5: [1, 1, 1, 1, 1]
Q8 number of elements of order 1, 2, 4: [1, 1, 6]
Q8 number of g with g^2 = 1: 2
Q8 indicators of Gamma1..5: [1, 1, 1, 1, -1]
D = -1.0 meV, E (J=3/2 only) = 0.2 meV
S = 0.1 meV, magnetic parameter b = 0.01 meV
D4 time-even operators, multiplicities of Gamma1..5: [1, 1, 0, 1, 0]
D4 time-odd operators, multiplicities of Gamma1..5: [0, 0, 1, 0, 0]
J=1.0 levels without perturbation (meV): -0.333333 -0.333333 0.666667
J=1.0 levels with S (meV): -0.433333 -0.233333 0.666667
J=1.0 ground doublet splitting by S: 0.200000 meV
J=1.0 splitting by b along x, y, z (meV): 0.0001000 0.0001000 0.0200000
Q8 time-even operators, multiplicities of Gamma1..5: [1, 0, 0, 0, 0]
Q8 time-odd operators, multiplicities of Gamma1..5: [0, 1, 1, 1, 0]
J=1.5 levels without perturbation (meV): -1.058301 -1.058301 1.058301 1.058301
J=1.5 levels with S (meV): -1.072381 -1.072381 1.072381 1.072381
J=1.5 ground doublet splitting by S: 0.000000 meV
J=1.5 splitting by b along x, y, z (meV): 0.0051183 0.0062205 0.0288981
J=3/2: R = 1.058301 meV, c = -0.944911, s = 0.327327
J=3/2 first-order splitting / b along x, y, z: 0.511858 0.622036 2.889822
J=3/2 first-order splitting along x, y, z (meV): 0.0051186 0.0062204 0.0288982
Order 27, exponent 3: classes 11, g^3 = 1 has 27 solutions
  indicators: [1, 0, 0, 0, 0, 0, 0, 0, 0, 0, 0]
Order 27, exponent 9: classes 11, g^3 = 1 has 9 solutions
  indicators: [1, 0, 0, 0, 0, 0, 0, 0, 0, 0, 0]
```
